**Bogoliubov branches and demixing of a two-component condensate**

For equal masses, the program tests E±² = ε(ε + 2Λ±), where ε = ħ²k²/2m and Λ± are the eigenvalues of the matrix gjl√(nj nl) built from the couplings gjl and densities nj. It differentiates the nonlinear Gross-Pitaevskii flow numerically and asserts that the resulting frequencies and growth rates agree with both branches for three sets of couplings. It also asserts the sound speeds, the stability threshold g12² = g11g22 for both signs of g12 at three compositions, the fastest-growing wavelength and the short-ring cutoff. A split-step time evolution must reproduce nine growth rates within 1%, as well as the ratio of the two density changes. The energy of complete separation is minimized numerically over the partition of the volume and compared with its closed formula. In the unstable example, the formula and the numerical search both give a fastest wavelength of 7.854 μm, with a growth time of 4.920 ms. The density changes have opposite signs for repulsion between the components and the same sign for attraction.

## Verification by program

```python
"""Bogoliubov branches and demixing of a uniform two-component condensate.

Result under test, for equal masses m and free-particle energy eps = (hbar k)^2/2m:
    E(+/-)^2 = eps * (eps + 2*Lam(+/-)),
    Lam(+/-) = [g11 n1 + g22 n2 +/- sqrt((g11 n1 - g22 n2)^2 + 4 g12^2 n1 n2)]/2.
For g11, g22 > 0 the mixture is stable if g12^2 < g11 g22. Otherwise Lam(-) < 0
and the fastest-growing wavelength is 2 pi hbar / sqrt(2 m |Lam(-)|).

Symbols: n1, n2 densities; gij = 4 pi hbar^2 aij/m couplings; aij scattering lengths.
Internal units: hbar = m = 1 and length in micrometres, so that gij = 4 pi aij.
"""
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar


def couplings(a11, a22, a12):
    """Coupling matrix from scattering lengths in micrometres."""
    return 4 * np.pi * np.array([[a11, a12], [a12, a22]])


def stiffness(g, n):
    """Derived formula for Lam(-), Lam(+)."""
    p, q = g[0, 0] * n[0], g[1, 1] * n[1]
    root = np.sqrt((p - q)**2 + 4 * g[0, 1]**2 * n[0] * n[1])
    return (p + q - root) / 2, (p + q + root) / 2


def squared_rates(g, n, length, points=3):
    """Sorted eigenvalues of J^2, J = numerical Jacobian of the nonlinear flow.

    The flow lives on a ring. Positive values are squared growth rates,
    negative values are minus squared frequencies.
    Three points carry only k = 0 and k = +/- 2 pi/length.
    """
    k = 2 * np.pi * np.fft.fftfreq(points, length / points)
    mu = g @ n

    def flow(state):
        re, im = state.reshape(2, 2, points)
        psi = re + 1j * im
        kinetic = np.fft.ifft(k**2 / 2 * np.fft.fft(psi, axis=1), axis=1)
        rate = -1j * (kinetic + (g @ abs(psi)**2 - mu[:, None]) * psi)
        return np.concatenate([rate.real.ravel(), rate.imag.ravel()])

    base = np.concatenate([np.repeat(np.sqrt(n), points), np.zeros(2 * points)])
    step = 1e-4
    columns = [(flow(base + step * e) - flow(base - step * e)) / (2 * step)
               for e in np.eye(base.size)]
    jac = np.array(columns).T
    return np.sort(np.linalg.eigvals(jac @ jac).real)


def evolve(g, n, length, times, points=128, dt=0.005):
    """Split-step evolution from a tiny one-site bump; density Fourier modes."""
    k = 2 * np.pi * np.fft.fftfreq(points, length / points)
    kinetic = np.exp(-0.5j * k**2 * dt)
    psi = np.sqrt(n)[:, None] * np.ones((2, points), complex)
    psi[0, 0] *= 1 + 2e-9
    mu = (g @ n)[:, None]
    records, done = [], 0
    for t in times:
        target = int(round(t / dt))
        for _ in range(target - done):
            psi = psi * np.exp(-0.5j * dt * (g @ abs(psi)**2 - mu))
            psi = np.fft.ifft(kinetic * np.fft.fft(psi, axis=1), axis=1)
            psi = psi * np.exp(-0.5j * dt * (g @ abs(psi)**2 - mu))
        done = target
        records.append(np.fft.fft(abs(psi)**2, axis=1) / points)
    return records


# Model parameters
mass_u = 100.0
n = np.array([60.0, 40.0])
a11, a22, a12_stable, a12_unstable = 0.005, 0.006, 0.005, 0.006
mass = mass_u * constants.atomic_mass
rate_unit = constants.hbar / (mass * 1e-12)      # 1/s
hertz = rate_unit / (2 * np.pi)                  # energy/h in Hz
speed_unit = rate_unit * 1e-3                    # mm/s
g_s = couplings(a11, a22, a12_stable)
g_u = couplings(a11, a22, a12_unstable)

# Both branches against the numerical Jacobian, stable and unstable mixtures
for g in (g_s, g_u, couplings(0.003, 0.008, -0.004)):
    length, points = 20.0, 15
    k = 2 * np.pi * np.fft.fftfreq(points, length / points)
    eps = k**2 / 2
    formula = np.concatenate([-eps * (eps + 2 * lam) for lam in stiffness(g, n)])
    formula = np.sort(np.repeat(formula, 2))
    assert np.allclose(squared_rates(g, n, length, points), formula,
                       rtol=1e-6, atol=1e-6)

# Sound speeds from the long-wavelength frequencies
lam_s = stiffness(g_s, n)
long_ring = 400.0
omega2 = -squared_rates(g_s, n, long_ring)[::-1]
k_long = 2 * np.pi / long_ring
numeric_speeds = np.sqrt([omega2[4:8].mean(), omega2[8:12].mean()]) / k_long
assert np.allclose(numeric_speeds, np.sqrt(lam_s), rtol=1e-3)

# Stability threshold for both signs of g12 and several compositions
for densities in ([60.0, 40.0], [60.0, 5.0], [10.0, 80.0]):
    for sign in (1, -1):
        for factor in (0.9, 1.1):
            a12 = sign * factor * np.sqrt(a11 * a22)
            top = squared_rates(couplings(a11, a22, a12),
                                np.array(densities), 60.0)[-1]
            assert (top > 1e-4) if factor > 1 else (top < 1e-6)

# Fastest wavelength and short-ring cutoff
lam_u = stiffness(g_u, n)
gamma = -lam_u[0]
wavelength = 2 * np.pi / np.sqrt(2 * gamma)
cutoff = wavelength / np.sqrt(2)
search = minimize_scalar(lambda x: -squared_rates(g_u, n, x)[-1],
                         bounds=(5.6, 20.0), method="bounded")
assert abs(search.x / wavelength - 1) < 2e-3
assert abs(np.sqrt(-search.fun) / gamma - 1) < 1e-5
assert squared_rates(g_u, n, 0.98 * cutoff)[-1] < 1e-6
assert squared_rates(g_u, n, 1.02 * cutoff)[-1] > 1e-3
s_minus = gamma / (4 * np.pi)
assert abs(np.sqrt(np.pi / (2 * s_minus)) / search.x - 1) < 2e-3

# Full nonlinear evolution, repulsive and attractive intercomponent coupling
ring, t1, t2 = 80.0, 30.0, 40.0
modes = np.arange(5, 14)
eps_modes = (2 * np.pi * modes / ring)**2 / 2
predicted = np.sqrt(eps_modes * (2 * gamma - eps_modes))
measured, ratios = {}, {}
for sign in (1, -1):
    g = couplings(a11, a22, sign * a12_unstable)
    early, late = evolve(g, n, ring, (t1, t2))
    growth = np.log(abs(late[0, modes]) / abs(early[0, modes])) / (t2 - t1)
    assert np.allclose(growth, predicted, rtol=0.01)
    fastest = modes[np.argmax(growth)]
    assert fastest == modes[np.argmin(abs(modes - ring / wavelength))]
    ratio = (late[1, fastest] / late[0, fastest]).real
    expected = (stiffness(g, n)[0] - g[0, 0] * n[0]) / (g[0, 1] * n[0])
    assert abs(ratio / expected - 1) < 2e-3 and ratio * sign < 0
    measured[sign], ratios[sign] = growth, ratio

# Energy of complete separation, minimized over the partition of the volume
gain = {}
for name, g in (("stable", g_s), ("unstable", g_u)):
    separated = minimize_scalar(
        lambda f: (g[0, 0] * n[0]**2 / f + g[1, 1] * n[1]**2 / (1 - f)) / 2,
        bounds=(0.01, 0.99), method="bounded").fun
    mixed = n @ g @ n / 2
    formula = n[0] * n[1] * (np.sqrt(g[0, 0] * g[1, 1]) - g[0, 1])
    assert abs(separated - mixed - formula) < 1e-6 * mixed
    gain[name] = (separated - mixed) / n.sum()

print("INPUTS")
print(f"atomic mass: {mass_u:.0f} u")
print(f"densities n1, n2: {n[0]:.0f}, {n[1]:.0f} per um^3")
print(f"a11, a22: {a11*1e3:.1f}, {a22*1e3:.1f} nm")
print(f"a12 stable, unstable: {a12_stable*1e3:.1f}, {a12_unstable*1e3:.1f} nm")
print(f"threshold sqrt(a11 a22): {np.sqrt(a11*a22)*1e3:.3f} nm")
print(f"gas parameter (n1+n2) a22^3: {n.sum()*a22**3:.2e}")
print(f"hbar/m: {rate_unit:.2f} um^2/s")
print(f"g11 n1/h: {g_s[0,0]*n[0]*hertz:.2f} Hz")
print(f"g22 n2/h: {g_s[1,1]*n[1]*hertz:.2f} Hz")
print("STABLE MIXTURE")
cross = np.sqrt(n[0] * n[1])
print(f"g12 sqrt(n1 n2)/h: {g_s[0,1]*cross*hertz:.2f} Hz")
print(f"Lam-/h, Lam+/h: {lam_s[0]*hertz:.2f}, {lam_s[1]*hertz:.2f} Hz")
speeds = np.sqrt(lam_s) * speed_unit
print(f"sound speeds c-, c+: {speeds[0]:.4f}, {speeds[1]:.4f} mm/s")
numeric = numeric_speeds * speed_unit
print(f"same from Jacobian: {numeric[0]:.4f}, {numeric[1]:.4f} mm/s")
sample = 5.0
eps = (2 * np.pi / sample)**2 / 2
energies = [np.sqrt(eps * (eps + 2 * lam)) * hertz for lam in lam_s]
print(f"sample wavelength: {sample:.1f} um")
print(f"eps/h there: {eps*hertz:.2f} Hz")
print(f"E-/h, E+/h there: {energies[0]:.2f}, {energies[1]:.2f} Hz")
print(f"(e_sep-e_mix)/(n h): {gain['stable']*hertz:.2f} Hz per atom")
print("UNSTABLE MIXTURE")
print(f"g12 sqrt(n1 n2)/h: {g_u[0,1]*cross*hertz:.2f} Hz")
print(f"Lam-/h, Lam+/h: {lam_u[0]*hertz:.2f}, {lam_u[1]*hertz:.2f} Hz")
print(f"|s| = |Lam-| m/(4 pi hbar^2): {s_minus:.5f} per um^2")
print(f"fastest wavelength, formula: {wavelength:.3f} um")
print(f"fastest wavelength, numerical search: {search.x:.3f} um")
print(f"cutoff wavelength: {cutoff:.3f} um")
print(f"largest growth rate: {gamma*rate_unit:.2f} 1/s")
print(f"growth time 1/Gamma: {1e3/(gamma*rate_unit):.3f} ms")
print(f"(e_sep-e_mix)/(n h): {gain['unstable']*hertz:.2f} Hz per atom")
print(f"TIME EVOLUTION on a ring of {ring:.0f} um")
print(f"rates measured from {t1*1e3/rate_unit:.1f} to {t2*1e3/rate_unit:.1f} ms")
for j in (6, 8, 10, 12):
    i = j - modes[0]
    print(f"wavelength {ring/j:.2f} um: formula {predicted[i]*rate_unit:.2f}, "
          f"evolution {measured[1][i]*rate_unit:.2f} 1/s")
print(f"fastest wavelength allowed on ring: {ring/fastest:.2f} um")
print(f"dn2/dn1 for a12 = +{a12_unstable*1e3:.1f} nm: {ratios[1]:.4f}")
print(f"dn2/dn1 for a12 = -{a12_unstable*1e3:.1f} nm: {ratios[-1]:.4f}")
print("finished without a failed check")
```

Printed output:

```
INPUTS
atomic mass: 100 u
densities n1, n2: 60, 40 per um^3
a11, a22: 5.0, 6.0 nm
a12 stable, unstable: 5.0, 6.0 nm
threshold sqrt(a11 a22): 5.477 nm
gas parameter (n1+n2) a22^3: 2.16e-05
hbar/m: 635.08 um^2/s
g11 n1/h: 381.05 Hz
g22 n2/h: 304.84 Hz
STABLE MIXTURE
g12 sqrt(n1 n2)/h: 311.12 Hz
Lam-/h, Lam+/h: 29.49, 656.39 Hz
sound speeds c-, c+: 0.3431, 1.6184 mm/s
same from Jacobian: 0.3431, 1.6184 mm/s
sample wavelength: 5.0 um
eps/h there: 79.81 Hz
E-/h, E+/h there: 105.25, 333.37 Hz
(e_sep-e_mix)/(n h): 14.55 Hz per atom
UNSTABLE MIXTURE
g12 sqrt(n1 n2)/h: 373.35 Hz
Lam-/h, Lam+/h: -32.35, 718.23 Hz
|s| = |Lam-| m/(4 pi hbar^2): 0.02547 per um^2
fastest wavelength, formula: 7.854 um
fastest wavelength, numerical search: 7.854 um
cutoff wavelength: 5.554 um
largest growth rate: 203.23 1/s
growth time 1/Gamma: 4.920 ms
(e_sep-e_mix)/(n h): -15.94 Hz per atom
TIME EVOLUTION on a ring of 80 um
rates measured from 47.2 to 63.0 ms
wavelength 13.33 um: formula 153.91, evolution 153.82 1/s
wavelength 10.00 um: formula 187.72, evolution 187.70 1/s
wavelength 8.00 um: formula 203.10, evolution 203.09 1/s
wavelength 6.67 um: formula 187.32, evolution 187.31 1/s
fastest wavelength allowed on ring: 8.00 um
dn2/dn1 for a12 = +6.0 nm: -0.9041
dn2/dn1 for a12 = -6.0 nm: 0.9041
finished without a failed check
```
